# Dyall's modified Dirac equation from the pseudo-large component

Suppose the upper and lower components of a Dirac spinor are expanded in the same two-component functions $\chi_\mu$, with overlap matrix $\mathbf S$ and $\Pi_{\mu\nu}=\langle\chi_\mu|\boldsymbol\sigma\cdot\mathbf p|\chi_\nu\rangle$. For an electron state at low energy, the lower Dirac row gives the small coefficients $\mathbf b\approx\mathbf S^{-1}\boldsymbol\Pi\mathbf a/(2c)$. The upper row then contains the kinetic matrix $\tfrac12\boldsymbol\Pi\mathbf S^{-1}\boldsymbol\Pi$. Its expectation value is half the squared norm of $\boldsymbol\sigma\cdot\mathbf p\,\psi_L$ after projection onto the basis, so it cannot exceed the true kinetic energy and is generally smaller. With one s-type Gaussian it is zero, because $\boldsymbol\sigma\cdot\mathbf p$ turns an even function into an odd one. The levels then lie at or below the Schrödinger levels of the same basis and are no longer upper bounds to the exact ones. For the single Gaussian $e^{-ar^2}$ and $V=-Z/r$ the level is $\langle V\rangle=-2Z\sqrt{2a/\pi}$, which drops below the exact $-Z^2/2$ and falls without limit as $a$ grows. The deficient matrix does not contain $c$, so letting $c\to\infty$ does not help.

The cure is to build the operator $\boldsymbol\sigma\cdot\mathbf p$ into the small component before any basis is chosen.

## The substitution

Atomic units are used in the algebra. The electron moves in a local, scalar, time-independent potential $V$ without a vector potential, and $E$ is measured from the rest energy. The Dirac equation is

$$V\psi_L+c\,\boldsymbol\sigma\cdot\mathbf p\,\psi_S=E\psi_L, \tag{1}$$

$$c\,\boldsymbol\sigma\cdot\mathbf p\,\psi_L+(V-2c^2)\psi_S=E\psi_S. \tag{2}$$

Define the pseudo-large component $\phi$ by

$$\psi_S=\frac{1}{2c}\,\boldsymbol\sigma\cdot\mathbf p\,\phi . \tag{3}$$

For this to be a change of variable and not a restriction, every bound $\psi_S$ must possess one $\phi$. In momentum space $(\boldsymbol\sigma\cdot\mathbf k)^2=k^2$, so (3) is solved by

$$\hat\phi(\mathbf k)=2c\,\frac{\boldsymbol\sigma\cdot\mathbf k}{k^2}\,\hat\psi_S(\mathbf k),\qquad |\hat\phi|=\frac{2c}{k}|\hat\psi_S| . \tag{4}$$

An integrable $\psi_S$ has a bounded transform. Near $k=0$ the norm integral then behaves as $\int k^2\,dk/k^2$, which converges, and at large $k$ the factor $1/k$ only helps. The solution is unique: if $\boldsymbol\sigma\cdot\mathbf p\,u=0$ for a square-integrable $u$, then $k^2\hat u=0$, hence $u=0$.

The Pauli product $\sigma_i\sigma_j=\delta_{ij}+i\epsilon_{ijk}\sigma_k$ and the commutation of the momentum components give

$$(\boldsymbol\sigma\cdot\mathbf p)^2=p^2=2T,\qquad T=\tfrac12p^2 . \tag{5}$$

Inserting (3) into (1), the factors of $c$ cancel and

$$V\psi_L+T\phi=E\psi_L . \tag{6}$$

Inserting (3) into (2) gives

$$c\,\boldsymbol\sigma\cdot\mathbf p\,\psi_L+\frac{1}{2c}(V-2c^2)\,\boldsymbol\sigma\cdot\mathbf p\,\phi=\frac{E}{2c}\,\boldsymbol\sigma\cdot\mathbf p\,\phi . \tag{7}$$

Now apply $\boldsymbol\sigma\cdot\mathbf p/(2c)$ from the left. By (5), the first term becomes $\tfrac12p^2\psi_L=T\psi_L$. The potential term becomes $W\phi/(4c^2)$, with

$$W=\boldsymbol\sigma\cdot\mathbf p\,V\,\boldsymbol\sigma\cdot\mathbf p . \tag{8}$$

The rest-energy term is $-2c^2p^2\phi/(4c^2)=-T\phi$, and the right side is $Ep^2\phi/(4c^2)=ET\phi/(2c^2)$. Together with (6),

$$\begin{pmatrix}V&T\\ T&\dfrac{W}{4c^2}-T\end{pmatrix}\begin{pmatrix}\psi_L\\ \phi\end{pmatrix}=E\begin{pmatrix}1&0\\0&\dfrac{T}{2c^2}\end{pmatrix}\begin{pmatrix}\psi_L\\ \phi\end{pmatrix}. \tag{9}$$

This is Dyall's modified Dirac equation. The operator $T/(2c^2)$ is the lower block of the metric; the upper block is unity. The prefactor $1/(2c)$ in the last step was chosen to make the off-diagonal blocks equal.

Multiplication by $\boldsymbol\sigma\cdot\mathbf p$ has added no bound solutions. Let $X$ be the left side of (2) minus its right side, and let it be square-integrable. The lower row of (9) says $\boldsymbol\sigma\cdot\mathbf p\,X=0$, so $X=0$ by the uniqueness argument, and (2) is recovered.

The metric is the ordinary Dirac norm in the new variable. Since $\boldsymbol\sigma\cdot\mathbf p$ is Hermitian,

$$\langle\psi_S|\psi_S\rangle=\frac{1}{4c^2}\langle\phi|p^2|\phi\rangle=\frac{1}{2c^2}\langle\phi|T|\phi\rangle . \tag{10}$$

With a vector potential, $\mathbf p$ is replaced by a kinetic momentum whose components need not commute. Equation (5) then acquires a spin term, and the blocks of (9) change.

## Where the spin sits

In (9) the Pauli matrices survive only in $W$. Expanding the product in (8),

$$W=\mathbf p\cdot V\mathbf p+i\epsilon_{ijk}\sigma_k\,p_iVp_j,\qquad p_iVp_j=Vp_ip_j-i(\partial_iV)p_j . \tag{11}$$

The term $Vp_ip_j$ is symmetric in $i,j$ and vanishes against $\epsilon_{ijk}$. The other carries $i(-i)=1$, so

$$W=\mathbf p\cdot V\mathbf p+\boldsymbol\sigma\cdot(\nabla V\times\mathbf p). \tag{12}$$

For a central potential $\nabla V=V'\mathbf r/r$, and the last term is $(V'/r)\,\boldsymbol\sigma\cdot\mathbf L$. Dropping it from (9) gives a spin-free equation that keeps the scalar term $\mathbf p\cdot V\mathbf p$. The separation (12) is an identity. The omission is in general an approximation; it is exact for s states in a central potential, because $\mathbf L$ annihilates an s function.

## The nonrelativistic limit and its first correction

Rearranging the lower row of (9),

$$T(\psi_L-\phi)=\left(\frac{E\,T}{2c^2}-\frac{W}{4c^2}\right)\phi . \tag{13}$$

At fixed $V$ and for an electron state with finite $E$, the right side vanishes as $c\to\infty$. Then $\phi\to\psi_L$, and (6) becomes the Schrödinger equation. This limit explains the name "pseudo-large".

For the first correction, solve (13) for $T\phi$ and insert it into (6):

$$(V+T)\psi_L+\left(\frac{W}{4c^2}-\frac{E\,T}{2c^2}\right)\phi=E\psi_L . \tag{14}$$

Project on the normalized Schrödinger state $\psi_0$ of energy $E_0$, for which $\langle\psi_0|V+T|\psi_L\rangle=E_0\langle\psi_0|\psi_L\rangle$. To leading order, $\psi_L$ and $\phi$ may be replaced by $\psi_0$ in what remains. For a nondegenerate level, or a state already adapted to the symmetry,

$$E-E_0\approx\frac{\langle W\rangle_0}{4c^2}-\frac{E_0\langle T\rangle_0}{2c^2}. \tag{15}$$

For a 1s electron and a point charge $Z$, $|\nabla\psi_0|^2=Z^2\psi_0^2$ and $\langle1/r\rangle_0=Z$, so $\langle W\rangle_0=-Z^4$. With $E_0=-Z^2/2$ and $\langle T\rangle_0=Z^2/2$,

$$E-E_0\approx-\frac{Z^4}{4c^2}+\frac{Z^4}{8c^2}=-\frac{Z^4}{8c^2}. \tag{16}$$

## The equation in a basis

Expand $\psi_L$ with coefficients $\mathbf a$ and $\phi$ with coefficients $\mathbf b$ in the same $n$ functions. Projection of (9) gives

$$\begin{pmatrix}\mathbf V&\mathbf T\\ \mathbf T&\dfrac{\mathbf W}{4c^2}-\mathbf T\end{pmatrix}\begin{pmatrix}\mathbf a\\ \mathbf b\end{pmatrix}=E\begin{pmatrix}\mathbf S&0\\0&\dfrac{\mathbf T}{2c^2}\end{pmatrix}\begin{pmatrix}\mathbf a\\ \mathbf b\end{pmatrix}. \tag{17}$$

As $c\to\infty$, the lower row for an electron state becomes $\mathbf T(\mathbf a-\mathbf b)=0$. The matrix $\mathbf T$ is positive definite for linearly independent, square-integrable functions, so $\mathbf b=\mathbf a$ and $(\mathbf V+\mathbf T)\mathbf a=E\mathbf S\mathbf a$. The full kinetic matrix appears in any such basis, so in this limit the electron levels are the Schrödinger levels of the basis and the deficient kinetic matrix described at the start does not arise. The argument concerns the limit only and gives no upper bound at finite $c$.

The negative-energy states remain. For a vector with $\mathbf a=0$, the energy quotient of (17) is, by (8) and (10),

$$\frac{\langle\phi|W/(4c^2)-T|\phi\rangle}{\langle\phi|T|\phi\rangle/(2c^2)}=-2c^2+\frac{\langle\psi_S|V|\psi_S\rangle}{\langle\psi_S|\psi_S\rangle}. \tag{18}$$

For an attractive potential, $V<0$, this is below $-2c^2$ on an $n$-dimensional space. The min-max principle then places at least $n$ roots below $-2c^2$. Electron states must be sought above them, not at the bottom of the spectrum.

## Radial form and the 1s state

For a central potential write $\psi_L=(P/r)\chi_\kappa$, $\phi=(F/r)\chi_\kappa$ and $\psi_S=i(Q/r)\chi_{-\kappa}$, where $\chi_\kappa$ are spin-angular functions with $\sigma_r\chi_\kappa=-\chi_{-\kappa}$ and $\boldsymbol\sigma\cdot\mathbf L\,\chi_\kappa=-(\kappa+1)\chi_\kappa$. Since $\sigma_r^2=1$, one has $\boldsymbol\sigma\cdot\mathbf p=-i\sigma_r(\partial_r-\boldsymbol\sigma\cdot\mathbf L/r)$, and therefore

$$\boldsymbol\sigma\cdot\mathbf p\,\frac{F}{r}\chi_\kappa=\frac ir\left(F'+\frac{\kappa F}{r}\right)\chi_{-\kappa},\qquad Q=\frac1{2c}\left(F'+\frac{\kappa F}{r}\right). \tag{19}$$

The same rule turns (1) into $VP+c(-Q'+\kappa Q/r)=EP$. For 1s, $\kappa=-1$ and $V=-Z/r$. Try $P=Nr^\gamma e^{-Zr}$ and $Q=qP$, with $\gamma=\sqrt{1-Z^2/c^2}$. The $1/r$ terms and the constants give

$$q=-\frac{Z}{c(1+\gamma)},\qquad E=cqZ=-\frac{Z^2}{1+\gamma}=-c^2(1-\gamma). \tag{20}$$

The lower row, $c(P'-P/r)+(V-2c^2-E)Q=0$, also holds. Its $1/r$ coefficient is $c(\gamma-1)-qZ=0$, and its constant is $-cZ-q\,c^2(1+\gamma)=0$.

From (19), $r(F/r)'=2cqP$. Integrating inward from infinity, where $F/r$ vanishes,

$$F=\frac{2Z}{1+\gamma}\,N r\int_r^\infty s^{\gamma-1}e^{-Zs}\,ds=\frac{2N}{1+\gamma}\,Z^{1-\gamma}\,r\,\Gamma(\gamma,Zr). \tag{21}$$

At the nucleus $\phi\propto F/r$ is finite, whereas $\psi_L\propto r^{\gamma-1}$ diverges weakly. At large $r$, $\Gamma(\gamma,x)\to x^{\gamma-1}e^{-x}$, so $\phi/\psi_L\to2/(1+\gamma)$.

## A one-electron ion with Z = 50

The example is one electron bound to a point nucleus with $Z=50$. Nuclear size, recoil and quantum-electrodynamic corrections are left out. Equation (17) was solved with 42 radial Gaussians per component, with exponents in the ratio 2.0, the smallest being 0.25 bohr$^{-2}$.

The 1s energy is $-35228.6$ eV ($-1294.626$ hartree). It differs from the closed Dirac value by about $4\times10^{-9}$ of that value; for the two 2p levels the relative differences are about $6\times10^{-8}$. With ratio 2.5 and 26 functions the 2p errors are $2\times10^{-5}$, and adding larger exponents at that ratio leaves them unchanged. Here the spacing limits the 2p accuracy. For each $\kappa$, 42 roots lie below $-2c^2=-1021998$ eV and 42 above.

The Schrödinger energy is $-34014.2$ eV, so the relativistic shift is $-1214.3$ eV. Equation (16) gives $-50^4/(8\times137.036^2)=-41.60$ hartree. One hartree is $35228.572/1294.62614=27.2114$ eV, so this is $-1132$ eV. The remaining $-82$ eV is of higher order in $Z/c$. When $c$ is raised from five to ten times its physical value, the shift falls by a factor 4.008, close to the factor 4 expected from (16).

The blocks of (9) contribute to the 1s energy as follows:

| Term | Energy / eV |
|:--|--:|
| $\langle\psi_L\lvert V\rvert\psi_L\rangle$ | $-70547.1$ |
| $2\langle\psi_L\lvert T\rvert\phi\rangle$ | $73065.7$ |
| $\langle\phi\lvert W\rvert\phi\rangle/(4c^2)$ | $-2518.6$ |
| $-\langle\phi\lvert T\rvert\phi\rangle$ | $-35228.6$ |

The first three add to zero and the last equals $E$. For this state the reason follows from (20): $q^2=(1-\gamma)/(1+\gamma)$, so the small-component norm is $q^2/(1+q^2)=(1-\gamma)/2$. With $\gamma=0.931059$ this is 0.03447. By (10), $\langle\phi|T|\phi\rangle=2c^2(1-\gamma)/2=-E$. The other three terms must then cancel, because all four sum to $E$.

For 2p, the full equation gives $-8884.4$ eV for $j=1/2$ and $-8575.5$ eV for $j=3/2$, a splitting of 308.9 eV. The spin-free equation gives $-8674.5$ eV. The eigenvalues of $\boldsymbol\sigma\cdot\mathbf L$ are $-2$ and $+1$, with degeneracies 2 and 4, so the spin term does not move the weighted mean in first order. That mean is $(-8884.4-2\times8575.5)/3=-8678.5$ eV. The difference of about 4 eV from the spin-free level therefore measures the effect of the spin term beyond first order.

## How large the pseudo-large component is

The values in this section come from the exact Dirac functions, not from the Gaussian basis. For 1s, by (21), the norm of $\phi-\psi_L$ is 1.8% of the norm of $\psi_L$. The local ratio varies much more. At $10^{-6}$ Å, $\phi/\psi_L=0.571$, because $\psi_L$ has begun its weak divergence. At 0.01 Å the ratio is 0.993, and at 0.05 Å it is 1.023, on the way to the limit $2/(1+\gamma)=1.036$.

The 2p$_{1/2}$ state, with $\kappa=1$, behaves differently far out. Equation (19) now reads $(rF)'=2crQ$, hence

$$F(r)=\frac{2c}{r}\int_0^r sQ(s)\,ds\;\longrightarrow\;\frac Ar,\qquad A=2c\int_0^\infty sQ\,ds . \tag{22}$$

An integration constant would give $\phi\propto r^{-2}$ at the origin, which is not square-integrable there, so it is absent. At infinity the same power is square-integrable and is allowed. Thus $\phi$ has an $r^{-2}$ tail whenever $A\neq0$, although $\psi_L$ and $\psi_S$ decay exponentially. The tail adds nothing to $\psi_S$, since $F=A/r$ satisfies $F'+F/r=0$.

Equation (6) provides a second expression for $A$. Its radial form is $-\tfrac12F''+F/r^2=(E-V)P$. Multiply by $r^2$ and integrate by parts twice. On a finite interval $[0,R]$ the two integrals of $F$ cancel, although each grows as $\ln R$ because of the tail. Letting $R\to\infty$, the boundary term gives

$$\int_0^\infty r^2(E-V)P\,dr=-\tfrac12\left[r^2F'-2rF\right]_0^\infty=\tfrac32A . \tag{23}$$

Evaluated with the exact 2p$_{1/2}$ functions, the two expressions agree, with $A=-0.00562$ Å$^{1/2}$ for normalized functions with $P$ positive at the radii quoted here. At 0.05 Å, $F=4.02$ and $P=4.12$ Å$^{-1/2}$, so the components are alike where the electron is mostly found. At 0.30 Å, $P=0.00078$ Å$^{-1/2}$ but $F=-0.0180$ Å$^{-1/2}$. The tail alone gives $A/r=-0.00562/0.30=-0.0187$ Å$^{-1/2}$, which accounts for most of $F$. A finite Gaussian expansion of $\phi$ has $rF\to0$, so it can imitate this tail only over a finite range.

At 0.20 Å, $F=0.0156$ Å$^{-1/2}$ is still smaller than $P=0.0435$ Å$^{-1/2}$ and has the same sign; at 0.30 Å, $\phi$ exceeds $\psi_L$ in magnitude about 23-fold and has the opposite sign. It is an auxiliary function from which $\psi_S$ is obtained by differentiation, and $|\phi|^2$ is not an electron density. The physical density is $|\psi_L|^2+|\psi_S|^2$, whose integral is the norm built into (9).

## Table of computed values

```
nuclear charge Z = 50; basis functions per component = 42
speed of light c = 137.035999 atomic units
gamma for |kappa|=1 = 0.931059
largest relative residual of closed 1s rows = 4.8e-41
relative energy errors for 1s1/2, 2p1/2, 2p3/2 by basis:
ratio 2.5, 26 functions, largest exponent/Z^2 8.9e+05: -1.3e-06, -2.0e-05, -2.1e-05
ratio 2.5, 32 functions, largest exponent/Z^2 2.2e+08: -1.3e-06, -2.0e-05, -2.1e-05
ratio 2.0, 34 functions, largest exponent/Z^2 8.6e+05: -7.0e-08, -5.8e-08, -6.2e-08
ratio 2.0, 42 functions, largest exponent/Z^2 2.2e+08: -3.8e-09, -5.7e-08, -6.2e-08
1s1/2 modified Dirac energy = -35228.572 eV
1s1/2 closed Dirac energy   = -35228.572 eV
2p1/2 modified Dirac energy = -8884.376 eV
2p1/2 closed Dirac energy   = -8884.376 eV
2p3/2 modified Dirac energy = -8575.514 eV
2p3/2 closed Dirac energy   = -8575.515 eV
1s1/2 modified Dirac energy = -1294.62614 hartree
1s Schroedinger energy = -34014.233 eV
1s relativistic shift = -1214.339 eV
2p spin-free energy = -8674.516 eV
2p3/2 - 2p1/2 splitting = 308.861 eV
threshold -2c^2 = -1021997.9 eV
roots below / above threshold = 42 / 42 (each kappa)
1s part <psi_L|V|psi_L> = -70547.1 eV
1s part 2<psi_L|T|phi>  = 73065.7 eV
1s part <phi|W|phi>/4c^2 = -2518.6 eV
1s part -<phi|T|phi>    = -35228.6 eV
1s sum of four parts = -35228.6 eV
1s upper norm = 0.965530, lower norm = 0.034470
1s relative distance |phi-psi_L|/|psi_L| = 0.01848
energy shift ratio, 5c to 10c = 4.0080
phi-psi_L distance ratio, 10c to 20c = 4.0017
1s far limit of phi/psi_L, 2/(1+gamma) = 1.03570
1s r = 1e-06 angstrom: phi/psi_L = 0.57118
1s r = 1e-04 angstrom: phi/psi_L = 0.78157
1s r = 1e-02 angstrom: phi/psi_L = 0.99283
1s r = 5e-02 angstrom: phi/psi_L = 1.02306
2p1/2 tail constant of r*F = -5.6207e-03 angstrom^0.5
2p1/2 r = 0.02 angstrom: P = 3.0630e+00, F = 2.9100e+00 angstrom^-0.5
2p1/2 r = 0.05 angstrom: P = 4.1183e+00, F = 4.0168e+00 angstrom^-0.5
2p1/2 r = 0.10 angstrom: P = 1.4042e+00, F = 1.3527e+00 angstrom^-0.5
2p1/2 r = 0.20 angstrom: P = 4.3488e-02, F = 1.5628e-02 angstrom^-0.5
2p1/2 r = 0.30 angstrom: P = 7.7552e-04, F = -1.7955e-02 angstrom^-0.5
```
